\section*{Skin effect and the resistance of 20 nm lines}

\section*{How deep is the skin?}

\noindent\textbf{Q:} My square metal lines, 20 nm on a side, carry signals at 10 GHz. Their resistance is nearly three times what I get from the bulk resistivity. I blame the skin effect: at such frequencies the current is squeezed into a thin layer at the surface.

\noindent\textbf{A:} How thin is that layer? Let us calculate it for a definite metal. I take free electrons with density parameter $r_s=2.7$ bohr and bulk mean free path $\lambda=40$ nm, and use SI units for the line. The density is $n=3/(4\pi r_s^3)$, with $r_s$ converted to metres. The Fermi speed is $v_F=(\hbar/m)(9\pi/4)^{1/3}/r_s=1.555\times10^6$ m/s, so the relaxation time is $\tau=\lambda/v_F=25.7$ fs and the bulk resistivity is
\begin{equation}
\rho_0=\frac{1}{\sigma_0}=\frac{m}{ne^2\tau}=16.85\ \mathrm{n\Omega\,m}.
\end{equation}

Let fields vary as $e^{i\omega t}$ and point along the line, the $z$ axis. The metal is nonmagnetic and its displacement current is neglected. Then $\nabla\times\mathbf E=-i\omega\mathbf B$ and $\nabla\times\mathbf B=\mu_0\sigma_0\mathbf E$. Taking the curl of the first equation, with $\nabla\cdot\mathbf E=0$, gives
\begin{equation}
-\nabla^2E=-i\omega\mu_0\sigma_0E,
\qquad \nabla^2E=i\omega\mu_0\sigma_0E .
\end{equation}
In a half-space $E\propto e^{-\kappa x}$ with $\kappa^2=i\omega\mu_0\sigma_0$. Because $(1+i)^2=2i$, the decaying root is
\begin{equation}
\kappa=\frac{1+i}{\delta},\qquad
\delta=\sqrt{\frac{2}{\omega\mu_0\sigma_0}} .
\end{equation}
At 10 GHz this gives $\delta=653$ nm. Your line is 20 nm wide, so $w/\delta=0.0306$.

\noindent\textbf{Q:} Can I still use a conducting shell of thickness $\delta$ around the perimeter?

\noindent\textbf{A:} No. The shell area would be $4w\delta$, larger than the line itself. The formula would give
\begin{equation}
\frac{R}{R_{\rm DC}}=\frac{\rho_0/(4w\delta)}{\rho_0/w^2}
=\frac{w}{4\delta}=0.0077,
\end{equation}
a resistance far below the DC value. The shell picture requires $\delta\ll w$, and even then it is only a rough guide for a square, because current crowds into the corners and the formula stays too low. For the 4 $\mu$m line treated below it gives $w/(4\delta)=1.53$, where the full solution gives 2.10.

\section*{What induction does to a thin line}

\noindent\textbf{Q:} Then what is the true skin correction when $\delta\gg w$?

\noindent\textbf{A:} Keep the local law $J=\sigma_0E$ for now. Angle brackets denote an average over the cross-section $S$. The total current amplitude is $I=S\langle J\rangle$, and the mean Joule loss per length defines $R$:
\begin{equation}
\frac12R|I|^2=\frac{S\langle|J|^2\rangle}{2\sigma_0}
\quad\Rightarrow\quad
R=\frac{1}{\sigma_0S}\frac{\langle|J|^2\rangle}{|\langle J\rangle|^2}.
\end{equation}
The first factor is $R_{\rm DC}$. Write $J=\langle J\rangle+J'$. Since $\langle J'\rangle=0$, the cross terms vanish and
\begin{equation}
\frac{R}{R_{\rm DC}}=1+\frac{\langle|J'|^2\rangle}{|\langle J\rangle|^2}.
\label{loss}
\end{equation}
Uneven current therefore raises the resistance, by the square of the unevenness.

The field is $E=\mathcal E-i\omega A$, where $\mathcal E$ is the uniform driving field and $A$ the $z$ component of the vector potential. Multiplying by $\sigma_0$ and subtracting the average gives $J'=-i\omega\sigma_0(A-\langle A\rangle)$. For weak induction we may calculate $A$ from the uniform current $\langle J\rangle$:
\begin{equation}
A=\mu_0\langle J\rangle u,\qquad
u(\mathbf r)=-\frac1{2\pi}\int_S\ln|\mathbf r-\mathbf r'|\,d^2r' .
\end{equation}
An additive constant in $A$ cancels. With $\omega\mu_0\sigma_0=2/\delta^2$,
\begin{equation}
\frac{J'}{\langle J\rangle}=-\frac{2i}{\delta^2}(u-\langle u\rangle),
\qquad
\frac{R}{R_{\rm DC}}-1=\frac{4}{\delta^4}
\left\langle(u-\langle u\rangle)^2\right\rangle .
\label{excess}
\end{equation}
The factor $-i$ puts $J'$ a quarter period out of phase with the main current. Its first-order effect is reactive, and the extra loss starts at second order.

A round wire of radius $a$ shows the numbers by hand. Inside it $\nabla^2u=-1$, so $u=u_0-r^2/4$. For points spread evenly over the disc, $r^2$ is uniformly distributed from 0 to $a^2$ and has variance $a^4/12$. The variance of $u$ is $a^4/192$, and the relative increase is $(a/\delta)^4/48$. For $a=10$ nm at 10 GHz it is $1.14\times10^{-9}$.

\noindent\textbf{Q:} And for my square?

\noindent\textbf{A:} The logarithm integrates in closed form. Define
\begin{equation}
F=xy\ln(x^2+y^2)-3xy+x^2\arctan\frac yx+y^2\arctan\frac xy .
\end{equation}
Then $\partial_xF=y\ln(x^2+y^2)-2y+2x\arctan(y/x)$, and differentiating with respect to $y$ leaves $\ln(x^2+y^2)$. Thus $u$ is $-1/(4\pi)$ times the alternating sum of $F$ over the four corners, measured from the field point. Lengths scale with $w$, so the variance scales with $w^4$. Gauss--Legendre quadrature of this variance gives
\begin{equation}
\frac{R}{R_{\rm DC}}-1=C\left(\frac w\delta\right)^4,
\qquad C=2.454\times10^{-3}.
\end{equation}
At 10 GHz the result is $2.454\times10^{-3}\times(0.0306)^4=2.15\times10^{-9}$. Since $\delta^{-4}\propto\omega^2$, it is $2.15\times10^{-11}$ at 1 GHz and $2.15\times10^{-7}$ at 100 GHz.

\noindent\textbf{Q:} My line has a neighbour carrying the return current. Could its magnetic field crowd the current?

\noindent\textbf{A:} Put an equal line at centre-to-centre distance $2w$ with current $-I$. Replace $u(x,y)$ in Eq.~(\ref{excess}) by $u(x,y)-u(x-2w,y)$. The same quadrature gives $C=4.529\times10^{-3}$ and an increase of $3.98\times10^{-9}$ at 10 GHz. The neighbour nearly doubles a negligible number.

\section*{Where the resistance comes from}

\noindent\textbf{Q:} So the current is uniform, and my factor of three is unexplained.

\noindent\textbf{A:} The field is nearly uniform. By Eq.~(\ref{loss}) its rms variation relative to the mean is $\sqrt{2.15\times10^{-9}}=4.6\times10^{-5}$ in the local estimate. The current need not follow it, because $\lambda=40$ nm exceeds $w=20$ nm. An electron responds to the field along its whole flight, and most flights end at a wall.

Assume that bulk collisions and diffuse walls both send electrons out with the equilibrium distribution $f_0$. Consider an electron of energy $\varepsilon$ arriving at $\mathbf r$ at angle $\theta$ to the line axis, and let $L$ be the distance back along its path to the wall. The chance that it has had no bulk collision during the last time $t$ is $e^{-t/\tau}$, and the wall ends its history at $t=L/v_F$. Its mean time since the last randomizing event is
\begin{equation}
\bar t=\int_0^{L/v_F}e^{-t/\tau}dt
=\tau\left(1-e^{-L/\lambda}\right).
\end{equation}
In that time the field has given it the energy $W=-eEv_z\bar t$. Its state is occupied as $f_0(\varepsilon-W)\simeq f_0-W\,\partial f_0/\partial\varepsilon$. Multiplying the change by $-ev_z$ and summing over states at the Fermi surface, with density of states $N=3n/(mv_F^2)$, gives
\begin{equation}
j=e^2EN v_F^2\tau\int\frac{d\Omega}{4\pi}\cos^2\theta
\left(1-e^{-L/\lambda}\right).
\end{equation}
The prefactor is $3(ne^2\tau/m)E=3\sigma_0E$, and the angular average of $\cos^2\theta$ is $1/3$. Hence
\begin{equation}
\frac{j(\mathbf r)}{\sigma_0E}=1-\frac{3}{4\pi}
\int d\Omega\,\cos^2\theta\,e^{-L/\lambda}.
\label{kinetic}
\end{equation}

\noindent\textbf{Q:} There is no frequency in that formula.

\noindent\textbf{A:} It is the DC answer. Numerical quadrature over directions and positions gives a mean conductivity of $0.3433\,\sigma_0$, so the resistance is multiplied by $1/0.3433=2.91$. Per micrometre, the bulk estimate is
\begin{equation}
\frac{\rho_0}{w^2}=\frac{1.685\times10^{-8}\ \mathrm{\Omega\,m}}
{(2.0\times10^{-8}\ \mathrm m)^2}=42.1\ \mathrm{\Omega/\mu m},
\end{equation}
and diffuse surfaces raise it to $123\ \mathrm{\Omega/\mu m}$. If the walls were perfect mirrors, reflection would leave $v_z$ unchanged and the drift would survive. The wall would then not end the history, $L$ would be replaced by infinity, and the bulk value would return.

\noindent\textbf{Q:} Is the current at least uniform in this DC state?

\noindent\textbf{A:} Not closely. Relative to its mean, the density from Eq.~(\ref{kinetic}) is 1.23 at the centre, 0.74 at the middle of a face and 0.46 at a corner. At a face, half of the directions belong to electrons that have just left the wall; they have $L=0$ and carry no drift. At a corner this is true of three quarters of the directions. The current is lower at the surface, the reverse of skin crowding.

\section*{Does frequency matter in the kinetic model?}

\noindent\textbf{Q:} Might the surface scattering itself become stronger at 10 GHz?

\noindent\textbf{A:} In a uniform oscillating field, the force felt a time $t$ earlier carries the factor $e^{-i\omega t}$. Insert it in the integral for $\bar t$, set $s=t/\tau$ and expand in $\omega\tau$. With $\langle\cdots\rangle$ now averaging over positions and directions,
\begin{equation}
\sigma(\omega)\propto M_0-i\omega\tau M_1-(\omega\tau)^2M_2,\quad
M_k=\left\langle\cos^2\theta\int_0^{L/\lambda}
\frac{s^k}{k!}e^{-s}ds\right\rangle .
\end{equation}
Resistance follows from the real part of $1/\sigma$. Put $b=M_1/M_0$, $c=M_2/M_0$ and use $1/(1-\epsilon)\simeq1+\epsilon+\epsilon^2$ with $\epsilon=i\omega\tau b+(\omega\tau)^2c$:
\begin{equation}
\frac{R(\omega)}{R_{\rm DC}}-1=(\omega\tau)^2(c-b^2).
\end{equation}
In the bulk $L\to\infty$, all $M_k$ are equal and the change vanishes at this order. In your line at 10 GHz, $\omega\tau=1.62\times10^{-3}$, and quadrature with the oscillating factor included gives $3.0\times10^{-8}$. At 100 GHz it is $3.0\times10^{-6}$. Both are negligible beside the DC increase of 1.91.

\noindent\textbf{Q:} You calculated the skin correction with a local law and then told me that the law fails. Does the first result survive?

\noindent\textbf{A:} It shows that the effect is negligible, but the number $2.15\times10^{-9}$ is not the value for this line. A complete treatment would solve the field and electron equations together. But the induced field is proportional to the current that flows, and for a given driving field this line carries only 0.343 of the current assumed in the local estimate. The uneven profile changes the geometry by factors of order one. The field variation is thus about $0.343\times4.6\times10^{-5}=1.6\times10^{-5}$ of the drive, up to such a factor, and it cannot supply a factor of three.

\section*{When the skin effect does matter}

\noindent\textbf{Q:} Which line would show what I had in mind?

\noindent\textbf{A:} Take a square line of side 4 $\mu$m in the same metal at 10 GHz. Now $w/\delta=6.12$, and the weak-induction formula no longer applies. Instead, divide the section into small parallel filaments and solve for their currents, each filament feeling the vector potential of all of them. Equation~(\ref{loss}) then gives $R/R_{\rm DC}=2.10$. The local law is reasonable here, since $\lambda$ is much smaller than both $\delta$ and $w$.

Surface scattering is weak in this line. Near a flat wall, let $\mu$ be the direction cosine along the inward normal, so that $L=x/\mu$ at depth $x$. Integrating the loss in Eq.~(\ref{kinetic}) over depth gives, per unit wall length in the section,
\begin{equation}
\frac{3}{4\pi}\int_{\mu>0}d\Omega\,\cos^2\theta\,\lambda\mu
=\frac{3\lambda}{4\pi}\,\pi\int_0^1\mu(1-\mu^2)\,d\mu
=\frac{3\lambda}{16}.
\end{equation}
Here $\cos^2\theta=(1-\mu^2)\cos^2\varphi$, and the azimuth $\varphi$ contributes $\pi$. For $\lambda\ll w$, neglecting small corrections at the corners, four walls of length $w$ remove the fraction $4w(3\lambda/16)/w^2=3\lambda/(4w)=0.0075$ of the conductivity. The wide line has a large skin effect and a small size effect; yours has the opposite.

\noindent\textbf{Q:} Could I reach the skin regime in the 20 nm line by raising the frequency?

\noindent\textbf{A:} Setting $\delta=w$ gives $f=\rho_0/(\pi\mu_0w^2)=10.7$ THz. There $\omega\tau=1.73$, so the conductivity is no longer its DC value, and $\lambda$ exceeds $\delta$. The number marks how far away gigahertz operation is; it does not predict the behaviour at that frequency.

\noindent\textbf{Q:} What should I measure?

\noindent\textbf{A:} Measure the resistance at DC. If the factor of nearly three is already there, the skin effect is not its cause. That measurement alone does not prove that surfaces supply all of it: grain boundaries, a resistive liner and roughness, which this model leaves out, can also raise the DC resistance. One way to separate them is to compare lines that differ in only one respect: the grain size, the liner or the surface.
